# Decay eigenvalues of the strong-collision master equation for unimolecular reactions, part 1

(Sections cited here and not found follow in the second part.)

## I. The spectrum

### Definitions and conventions

A molecule diluted in a carrier gas has $N$ internal levels, numbered $i=1,\dots,N$, with populations $n_i(t)$. Two processes change these populations.

Collisions with the carrier gas occur with frequency $w>0$, the same for every level. A collision is called strong when it erases the memory of the level: whatever the level before the collision, the molecule is in level $i$ afterwards with probability $f_i$. The $f_i$ are the equilibrium populations at the gas temperature, with

$$f_i>0,\qquad \sum_i f_i=1 .$$

Reaction removes molecules from level $i$ irreversibly at the rate $k_i\ge 0$. At least one $k_i$ is positive. Levels below the reaction threshold have $k_i=0$.

Temperature and pressure are constant, so $w$, $f_i$ and $k_i$ do not depend on time. The molecules are dilute enough that collisions among them can be neglected, which makes the equations linear. With the total population $P(t)=\sum_j n_j(t)$, the balance of loss and gain reads

$$\frac{dn_i}{dt}=-(w+k_i)\,n_i+w f_i P. \tag{1}$$

The first term counts every molecule that leaves level $i$ by collision or reaction. The second counts all collisions, $wP$ per unit time, times the probability $f_i$ of arriving in level $i$. Collisions that return a molecule to its own level appear in both terms and cancel.

In matrix form, $dn/dt=-Mn$ with

$$M_{ij}=(w+k_i)\,\delta_{ij}-w f_i . \tag{2}$$

A decay mode is a solution $n_i(t)=v_i e^{-Lt}$ with $v\neq0$. Inserting it in (1) and dividing by $e^{-Lt}$ gives $Mv=Lv$, so a positive $L$ means decay. The net population of the mode is $V=\sum_i v_i$. Single entries $v_i$ may be negative, because a mode is in general one part of a physical solution and not a set of populations by itself.

Several levels may share one reaction rate. Let $\kappa_1<\kappa_2<\dots<\kappa_d$ be the distinct values among the $k_i$. Let $m_a$ be the number of levels with rate $\kappa_a$, $F_a$ the sum of their $f_i$, and $p_a=w+\kappa_a$. Define

$$\Phi(L)=\sum_{i=1}^{N}\frac{w f_i}{w+k_i-L}=\sum_{a=1}^{d}\frac{wF_a}{p_a-L}. \tag{3}$$

The points $p_a$ are the poles of $\Phi$.

### Theorem 1

Under these assumptions:

(a) All eigenvalues of $M$ are real and positive, and $M$ has a complete set of $N$ eigenvectors.

(b) The eigenvalues whose modes have $V\ne0$ are the solutions of

$$\sum_{i}\frac{w f_i}{w+k_i-L}=1 . \tag{4}$$

There are $d$ of them, all simple. One lies in $(0,p_1)$ and one in each interval $(p_a,p_{a+1})$.

(c) The other $N-d$ eigenvalues are the values $p_a$, each occurring $m_a-1$ times. Their modes have $V=0$, and they do not satisfy (4).

Equation (4) therefore gives the whole spectrum when all the $k_i$ differ. When two or more levels lie below threshold, they share the rate zero, and $L=w$ is an eigenvalue that (4) misses.

### Lemma 1: reality and positivity

Set $v_i=\sqrt{f_i}\,x_i$, which is allowed because $f_i>0$. The equation $Mv=Lv$ becomes $Sx=Lx$ with

$$S_{ij}=\frac{1}{\sqrt{f_i}}M_{ij}\sqrt{f_j}=(w+k_i)\,\delta_{ij}-w\sqrt{f_i f_j}. \tag{5}$$

In the diagonal term the two square roots cancel. In the other term $f_i\sqrt{f_j}/\sqrt{f_i}=\sqrt{f_if_j}$. The matrix $S$ is real and symmetric, so its eigenvalues are real and it has $N$ orthonormal eigenvectors. Multiplying their components by $\sqrt{f_i}$ gives a complete set of eigenvectors of $M$.

For any real vector $x$,

$$x^{T}Sx=\sum_i k_i x_i^2+w\Big[\sum_i x_i^2-\Big(\sum_i\sqrt{f_i}\,x_i\Big)^2\Big]. \tag{6}$$

The Cauchy–Schwarz inequality gives $(\sum_i\sqrt{f_i}x_i)^2\le(\sum_i f_i)(\sum_i x_i^2)=\sum_i x_i^2$, so the bracket is not negative. It vanishes if and only if $x$ is proportional to $\sqrt{f_i}$. In that case the first sum is proportional to $\sum_i k_if_i$, which is positive because some $k_i$ is positive. Hence $x^TSx>0$ for every $x\neq0$, and all eigenvalues are positive. This proves (a).

Equation (6) also shows $x^TSx\ge\kappa_1\sum_i x_i^2$. No eigenvalue lies below the smallest reaction rate.

### Lemma 2: the two kinds of mode

Written out, $Mv=Lv$ is

$$(w+k_i-L)\,v_i=w f_i V\qquad\text{for every } i. \tag{7}$$

Suppose first that $V\ne0$. The right side of (7) is nonzero for every $i$, since $w>0$ and $f_i>0$. Therefore no factor $w+k_i-L$ can vanish, and division is allowed:

$$v_i=\frac{w f_i}{w+k_i-L}\,V. \tag{8}$$

Summing over $i$ gives $V=\Phi(L)V$. Dividing by $V$ gives (4). Conversely, if $L$ satisfies (4), the vector (8) with $V=1$ has the sum $\Phi(L)=1$, as it should, and satisfies (7). Each solution of (4) is thus an eigenvalue with a mode of nonzero net population.

Suppose now that $V=0$. Then (7) says that for each $i$ either $v_i=0$ or $L=w+k_i$. Since $v\neq0$, $L$ equals some $p_a$, and $v$ is confined to the $m_a$ levels with rate $\kappa_a$. The one remaining condition is that the entries sum to zero. This leaves $m_a-1$ independent modes.

At $L=p_a$ there can be no further mode with $V\ne0$, because (7) would then require $0=wf_iV\neq0$ for a level of that group.

### Lemma 3: location of the roots

Between poles the derivative is

$$\Phi'(L)=\sum_a\frac{wF_a}{(p_a-L)^2}>0, \tag{9}$$

so $\Phi$ rises on every interval free of poles.

Below $p_1$ it rises from zero at $L\to-\infty$ to $+\infty$ at $L\to p_1$, and takes the value one once. At $L=0$,

$$\Phi(0)=\sum_i f_i\,\frac{w}{w+k_i}<\sum_i f_i=1,$$

because at least one $k_i$ is positive. The root therefore lies in $(0,p_1)$.

Just above $p_a$ the term with denominator $p_a-L$ is large and negative. Just below $p_{a+1}$ the next term is large and positive. On $(p_a,p_{a+1})$ the function rises from $-\infty$ to $+\infty$ and takes the value one once.

Above $p_d$ all denominators are negative, so $\Phi<0$ and there is no root. The total is $1+(d-1)=d$ roots.

### Completion of the proof

Lemma 2 assigns $\sum_a(m_a-1)=N-d$ independent modes to the poles, and Lemma 3 gives $d$ roots of (4). For each root, (8) fixes the mode up to the factor $V$, so the root is a simple eigenvalue. The sum $(N-d)+d=N$ accounts for all eigenvectors. This proves (b) and (c).

The determinant gives the same count without reference to eigenvectors. Let $A$ be the diagonal matrix with entries $A_i=w+k_i-L$, let $f$ be the column of the $f_i$, and let $u$ be the column of ones. Then $M-L=A-w f u^{T}$. For $L$ not at a pole,

$$\det(M-L)=\det A\;\det\big(1-b\,u^{T}\big),\qquad b_i=\frac{w f_i}{A_i}.$$

The matrix $1-bu^T$ leaves unchanged every vector whose entries sum to zero. It therefore has the eigenvalue one at least $N-1$ times. Its trace is $N-\sum_i b_i$, so the last eigenvalue is $1-\sum_i b_i=1-\Phi(L)$. The determinant is the product of the eigenvalues:

$$\det(M-L)=\prod_i(w+k_i-L)\,\big[1-\Phi(L)\big]. \tag{10}$$

Grouping equal rates turns the product into $\prod_a(p_a-L)^{m_a}$. The bracket has a simple pole at each $p_a$, which cancels one power. There remain $m_a-1$ zeros at $p_a$, in agreement with (c).

### Remark: what the extra modes do

Let $N_a$ be the total population of the levels with rate $\kappa_a$. Summing (1) over this group gives

$$\frac{dN_a}{dt}=-(w+\kappa_a)N_a+wF_aP. \tag{11}$$

The group behaves like one level with equilibrium population $F_a$. The deviation of a member from its equilibrium share, $\Delta_i=n_i-(f_i/F_a)N_a$, obeys

$$\frac{d\Delta_i}{dt}=-(w+\kappa_a)n_i+wf_iP-\frac{f_i}{F_a}\big[-(w+\kappa_a)N_a+wF_aP\big]=-(w+\kappa_a)\Delta_i ,$$

because the two terms with $P$ cancel. The extra eigenvalues describe this equalization within a group. They affect individual levels, but neither the total population nor the reaction flux $\sum_i k_in_i=-dP/dt$.

### Remark: the condition $f_i>0$

If some $f_i=0$, a mode can have $V\ne0$ and still violate (4). Take two levels with $w=1$, $f=(1,0)$ and $k=(0,1)$. Then

$$M=\begin{pmatrix}0&-1\\0&2\end{pmatrix}.$$

The eigenvalue $2$ has the mode $(1,-2)$ with $V=-1$, while $\Phi(2)=1/(1-2)=-1$. The step that fails is the division in (8), since for the second level both sides of (7) vanish. A level that collisions never fill should be treated apart.

### Remark: the lowest root as a renewal condition

For $L<p_1$ every denominator in (4) is positive and can be written as a time integral:

$$\int_0^\infty w e^{-wt}\Big(\sum_i f_i e^{-k_it}\Big)e^{Lt}\,dt=1 .$$

Here $we^{-wt}$ is the probability density of the time to the next collision, and the sum is the probability of surviving until then. Without the factor $e^{Lt}$ the integral is $\Phi(0)$, the fraction of molecules that reach the next collision unreacted. The lowest eigenvalue is the exponential growth rate that would make up for this loss.

### Example: four levels

Measure all rates in units of $w$, so $w=1$. Let $f=(0.4,\,0.3,\,0.2,\,0.1)$ and $k=(0,0,1,3)$. The first two levels share the rate zero, so $N=4$, $d=3$, and the poles are $1$, $2$ and $4$. Equation (4) becomes

$$\frac{0.7}{1-L}+\frac{0.2}{2-L}+\frac{0.1}{4-L}=1 .$$

Multiply by $(1-L)(2-L)(4-L)=8-14L+7L^2-L^3$. The left side becomes

$$0.7(8-6L+L^2)+0.2(4-5L+L^2)+0.1(2-3L+L^2)=6.6-5.5L+L^2 .$$

Equating the two and collecting terms gives

$$L^3-6L^2+8.5L-1.4=0 .$$

The roots are $0.189170$, $1.885283$ and $3.925547$, one in each interval named by the theorem. Their sum is $6$, as the quadratic coefficient requires.

Diagonalization of $M$ gives these three values and a fourth, $L=1$. Its mode is $(1,-1,0,0)$. The first row of $M$ gives $(1-0.4)+0.4=1$, the second gives $-0.3-(1-0.3)=-1$, and the third and fourth give zero. This is the eigenvalue at $w$ that (4) does not contain.

For the slowest mode, (8) with $V=1$ gives $v_i/f_i=1/(1+k_i-0.189170)$. This ratio is about $1.23$ for the two unreactive levels, $0.55$ for the level with $k=1$ and $0.26$ for the level with $k=3$. Levels with $k_i>L$, here both reactive levels, are depleted below their equilibrium share, because collisions refill them incompletely. A level with $k_i<L$ is enriched, even if it reacts.

## II. The observed rate, its bounds, and a precursor in a carrier gas

### Symbols and results carried over

Molecules in level $i$ react at the rate $k_i$. Collisions of frequency $w$ redistribute them with the equilibrium probabilities $f_i>0$, $\sum_if_i=1$. The total population is $P(t)$. The distinct rates are $\kappa_1<\dots<\kappa_d$, and $p_a=w+\kappa_a$. The eigenvalues with net population are the roots $L_1<L_2<\dots<L_d$ of

$$\Phi(L)=\sum_i\frac{wf_i}{w+k_i-L}=1, \tag{12}$$

with $0<L_1<p_1<L_2<p_2<\dots$. Their modes, scaled to unit sum, are $v_i=wf_i/(w+k_i-L)$. The remaining eigenvalues lie at the $p_a$ of shared rates, and their modes have zero sum. Under the scaling $v_i=\sqrt{f_i}x_i$ the modes become orthogonal eigenvectors $x$ of a symmetric matrix $S$.

### Lemma 4: survival from equilibrium

Let the molecules start with $n_i(0)=f_i$, so that $P(0)=1$. Then

$$P(t)=\sum_{j=1}^{d}a_je^{-L_jt},\qquad a_j=\Big[w^2\sum_i\frac{f_i}{(w+k_i-L_j)^2}\Big]^{-1}>0,\qquad \sum_ja_j=1. \tag{13}$$

Proof. Put $n_i=\sqrt{f_i}\,y_i$. The starting vector is $y_i(0)=\sqrt{f_i}$, and $P=\sum_i\sqrt{f_i}\,y_i$. Expanding $y$ in orthogonal eigenvectors $x^{(j)}$ of $S$ gives for each mode the weight

$$a_j=\frac{\big(\sum_i\sqrt{f_i}\,x_i^{(j)}\big)^2}{\sum_i\big(x_i^{(j)}\big)^2}.$$

One factor of the overlap comes from projecting the start on the mode, the other from forming $P$. The overlap equals $\sum_iv_i$. For a zero-sum mode it vanishes. For a root of (12) it is one, and $x_i=w\sqrt{f_i}/(w+k_i-L_j)$ gives the denominator in (13). Setting $t=0$ gives $\sum_ja_j=1$.

In the four-level example the weights are $0.8829$, $0.0621$ and $0.0550$. The faster modes carry a noticeable part of the population there. The bound (20) below shows that this part would be small if $L_1$ were much smaller than $w$.

### Steady-state rate and mean lifetime

Summing the mode equation $(w+k_i-L)v_i=wf_i$ over $i$, with $\sum_iv_i=1$, gives $w+\sum_ik_iv_i-L=w$. Hence

$$L=\sum_ik_iv_i=\sum_i\frac{wf_ik_i}{w+k_i-L}. \tag{14}$$

The decay rate is the reactive flux per molecule. Setting $L=0$ on the right side gives the steady-state rate of Lindemann type,

$$k_0=\sum_i\frac{wf_ik_i}{w+k_i}. \tag{15}$$

This amounts to setting $dn_i/dt=0$ in each reactive level at given $P$, so that $n_i=wf_iP/(w+k_i)$, and taking the flux $\sum_ik_in_i=k_0P$ as the loss rate of $P$. It is an approximation: imposed on all levels at once, the condition would give populations that sum to $\Phi(0)P$, which is less than $P$. From $w/(w+k_i)=1-k_i/(w+k_i)$ follows

$$\Phi(0)=1-\frac{k_0}{w}. \tag{16}$$

So $k_0/w$ is the probability that a molecule which has just collided reacts before its next collision.

The mean lifetime $T=\int_0^\infty P\,dt$ is also fixed by $k_0$. Let $z_i=\int_0^\infty n_i\,dt$. Since all modes decay, integrating the rate equation over all times gives $-f_i=-(w+k_i)z_i+wf_iT$, or

$$z_i=\frac{f_i(1+wT)}{w+k_i}.$$

Summing gives $T=(1+wT)\Phi(0)/w$. Solving for $T$ and inserting (16),

$$T=\frac{\Phi(0)}{w[1-\Phi(0)]}=\frac{1-k_0/w}{k_0}=\frac1{k_0}-\frac1w. \tag{17}$$

For the four-level model $k_0=0.2\cdot\tfrac12+0.1\cdot\tfrac34=0.175$ and $T=1/0.175-1=4.714$, in units of $w$ and $1/w$.

The spectrum of decay rates is now known, and the steady-state rate $k_0$ has been defined and shown to fix the mean lifetime from an equilibrium start. What remains is to bound the lowest eigenvalue $L_1$ in terms of $k_0$, find its limits for fast and slow collisions, and apply the results to a model precursor.

Numbers in the example were calculated in double precision.
